Partial traces of spin-free density matrices and the total spin

Q: You propose to get lower density matrices from higher ones by setting two indices equal and summing. Factors of k! float around in this subject. What normalization do you use?

A: No factorial. Let p, q, r, s label orthonormal spatial orbitals, the same set for both spins, and let σ, τ be spin labels, α or β. The spin-free k-particle operator is

E[p1…pk; q1…qk] = Σ_{σ1…σk} a†(p1σ1)…a†(pkσk) a(qkσk)…a(q1σ1).

Its expectation value in a normalized state Ψ is the density Γk[p1…pk; q1…qk]. The annihilators stand in reverse order, so each upper index pk shares its spin with the lower index qk beneath it. The densities are dimensionless. I use Rydberg atomic units, in which ħ = 1: S² is then in units of ħ², and the model energies below are in Ry.

Q: Does it matter which pair of indices I sum over?

A: Not if the pair is matched, meaning one upper index and the lower index in the same slot. Exchange two neighbouring slots, upper and lower indices together. Reordering the two creators gives −1, reordering the two annihilators gives another −1, and the spin labels are summed over and can be renamed. So E is unchanged, and any matched pair can be moved to the last slot.

Q: Then do the sum in the last slot, and show me where the factor comes from.

A: Set pk = qk = r. The two operators carrying r are neighbours in the middle of the string:

Σ_r E[p1…p(k−1) r; q1…q(k−1) r]
= Σ_{σ1…σ(k−1)} a†(p1σ1)…a†(p(k−1)σ(k−1)) [Σ_{rσ} a†(rσ)a(rσ)] a(q(k−1)σ(k−1))…a(q1σ1).

The bracket is the number operator N̂, provided r runs over a complete set for the electrons in Ψ. To its right stand k−1 annihilators. If Ψ has N electrons, they leave a state with N−k+1 electrons, or the zero vector. In either case N̂ may be replaced by N−k+1, and what remains is the (k−1)-particle string. Hence

Σ_r Γk[p1…p(k−1) r; q1…q(k−1) r] = (N−k+1) Γ(k−1)[p1…p(k−1); q1…q(k−1)].   (1)

Written out for the densities up to four particles:

Σ_s Γ4[pqrs; tuvs] = (N−3) Γ3[pqr; tuv]
Σ_r Γ3[pqr; tur] = (N−2) Γ2[pq; tu]
Σ_q Γ2[pq; tq] = (N−1) Γ1[p; t]
Σ_p Γ1[p; p] = N.

The factor counts the electrons left for the last slot once k−1 have been chosen. Summing all slots gives N(N−1)…(N−k+1), the number of ordered choices of k distinct electrons.

Q: So Γ4 contains everything below it?

A: If N ≥ 4, yes, by division. For N = 3 the first line reads 0 = 0: Γ4 vanishes because four electrons cannot be removed from three, and Γ3 cannot be recovered from it.

Q: What if the electron number is not sharp? I would put the mean number into (1).

A: That fails in general. Since N̂ a(qσ) = a(qσ)(N̂−1), the two-particle trace is

Σ_r Γ2[pr; qr] = ⟨E[p; q](N̂−1)⟩,

and this average of a product need not be the product of averages. Take an equal-weight superposition of a three-electron and a five-electron state. The full trace of Γ2 is ⟨N̂(N̂−1)⟩ = (6 + 20)/2 = 13, while the mean number 4 would suggest 4 × 3 = 12. From here on N is fixed unless I say otherwise.

Q: I would like to see (1) at work on a state that is not a single determinant.

A: Take an open chain of four sites with one orbital each and four electrons, described by the Hubbard Hamiltonian

H = −t Σ_{i=1..3} Σ_σ [a†(iσ)a(i+1,σ) + a†(i+1,σ)a(iσ)] + U Σ_i n(iα)n(iβ),

where n(iσ) = a†(iσ)a(iσ), t = 0.1 Ry and U = 0.4 Ry. Numerical diagonalization in the full four-electron space of the model gives a singlet ground state at −0.1953 Ry. The lowest triplet lies at −0.1413 Ry. The densities follow by applying the annihilator strings to the state vector and taking scalar products.

For the singlet, the terms r = 1, 2, 3, 4 of Γ2[1r; 2r] give

0.3283 + 0.3283 + 0.6567 + 0.6567 = 1.9700 = 3 × 0.6567,

up to rounding, and Γ1[1; 2] is 0.6567. One level up, the terms of Γ3[12r; 21r] give

−0.0075 − 0.0316 + 0.7018 + 0.6776 = 1.3403,

which is twice Γ2[12; 21] = 0.6701, again up to rounding. At the top, the terms of Γ4[123r; 213r] give

−0.0019 − 0.0055 + 0.1111 + 0.5981 = 0.7018,

which is Γ3[123; 213] itself, since N−3 = 1. Individual terms can be negative: these are off-diagonal elements, not probabilities.

Q: Now to spin. You have summed over every spin label. How can the total spin still be in there?

A: Through antisymmetry, which ties the behaviour under exchange of positions to the behaviour under exchange of spins. To use it I need the densities in terms of numbered electrons. Write x for position and spin together. An annihilator removes one coordinate:

(a(qσ)Ψ)(x2,…,xN) = √N ∫dx1 φ*(qσ; x1) Ψ(x1,x2,…,xN).

The next one removes x2 with a factor √(N−1), and so on. Take the scalar product of the vector made with the q's and the vector made with the p's. The square roots multiply to N(N−1)…(N−k+1), and the spin sums turn the spin part of each factor into the identity:

Γk[p1…pk; q1…qk] = N(N−1)…(N−k+1) ⟨Ψ| |p1⟩⟨q1|(1) … |pk⟩⟨qk|(k) |Ψ⟩.

The number in parentheses names the electron acted on. Because Ψ is antisymmetric, any other ordered choice of k distinct electrons gives the same value, and the prefactor counts these choices. So

Γk[p1…pk; q1…qk] = ⟨Ψ| Σ_{i1,…,ik distinct} |p1⟩⟨q1|(i1) … |pk⟩⟨qk|(ik) |Ψ⟩.   (2)

The same argument with two different antisymmetric states on the left and right shows that (2) is an operator identity in the N-electron space.

Q: And which sum of elements knows about exchange?

A: The one with crossed lower indices:

X = Σ_{pq} Γ2[pq; qp].

By (2) it contains Σ_{pq} |p⟩⟨q|(i) |q⟩⟨p|(j). Let this act on electron i in orbital a and electron j in orbital b. The bras select q = a and p = b, and the result has i in b and j in a. It is the operator P(ij) that exchanges the positions of the two electrons and leaves their spins alone. Therefore

X = ⟨X̂⟩, X̂ = Σ_{i≠j} P(ij),

where each pair is counted twice, as (i,j) and as (j,i).

Q: Positions, still. Where is the spin?

A: Let Q(ij) exchange the spins of i and j. It is +1 on the triplet states of two spins and −1 on the singlet. From (s_i + s_j)² = 3/4 + 3/4 + 2 s_i·s_j, the product s_i·s_j is (2 − 3/2)/2 = 1/4 in the triplet and (0 − 3/2)/2 = −3/4 in the singlet. The linear relation that fits both values is

Q(ij) = 2 s_i·s_j + 1/2.

Exchanging positions and spins together exchanges the electrons, so Q(ij)P(ij)Ψ = −Ψ. The two operators commute and P(ij)² = 1. Acting with P(ij) on both sides gives Q(ij)Ψ = −P(ij)Ψ, and hence

s_i·s_j Ψ = −[P(ij)/2 + 1/4] Ψ.

Now expand the square of the total spin:

S² = Σ_i s_i² + Σ_{i≠j} s_i·s_j
= 3N/4 − N(N−1)/4 − X̂/2
= N − N²/4 − X̂/2.

The expectation value is

⟨S²⟩ = N − N²/4 − X/2.   (3)

Q: The signs are easy to get wrong. Try it on cases I can do in my head.

A: One electron has X = 0, so ⟨S²⟩ = 1 − 1/4 = 3/4. Two electrons in one orbital are symmetric in position, so P(12) = 1, X = 2 and ⟨S²⟩ = 2 − 1 − 1 = 0. Two electrons with parallel spins are antisymmetric in position, so X = −2 and ⟨S²⟩ = 2 − 1 + 1 = 2. For N parallel spins every P(ij) is −1, so X = −N(N−1), and

⟨S²⟩ = N − N²/4 + N(N−1)/2 = (N/2)(N/2 + 1),

as it must be for S = N/2.

Q: Did you assume that Ψ is a spin eigenstate?

A: No, just antisymmetry and fixed N. If N is not sharp, the operator identity still holds for each electron number, and none of its operators connects different numbers. One then replaces N by ⟨N̂⟩ and N² by ⟨N̂²⟩, not by ⟨N̂⟩². The common orbital set does matter. If α and β electrons are described by different spatial orbitals, both must first be expanded in one set, or the crossed sum no longer represents P(ij).

Q: Could I read the spin from Γ3 or Γ4 as well?

A: Yes, by combining (1) with the crossed sum:

X = Σ_{pqr} Γ3[pqr; qpr]/(N−2) = Σ_{pqrs} Γ4[pqrs; qprs]/[(N−2)(N−3)].

Only the first two lower indices are crossed; r and s stay matched and are summed out by (1). The first form needs N > 2, the second N > 3.

Q: What do the single terms of X mean in your chain?

A: For p = q the element Γ2[pp; pp] is 2⟨n(pα)n(pβ)⟩, twice the double occupancy of the site. For p ≠ q, move a(pτ) to the left past a†(qτ), which costs one sign:

Γ2[pq; qp] = −Σ_{στ} ⟨a†(pσ)a(pτ) a†(qτ)a(qσ)⟩.

The terms with σ = τ are n(pα)n(qα) + n(pβ)n(qβ) = n_p n_q/2 + 2 Sz(p)Sz(q), where n_p = n(pα) + n(pβ). Those with σ ≠ τ are S₊(p)S₋(q) + S₋(p)S₊(q) = 2[Sx(p)Sx(q) + Sy(p)Sy(q)]. Together,

Γ2[pq; qp] = −⟨n_p n_q⟩/2 − 2⟨S(p)·S(q)⟩.

A positive element therefore signals antiparallel correlation of the two site spins. The converse does not hold, because the charge term is never positive: in the singlet below the elements [14] and [23] are negative, although ⟨S(1)·S(4)⟩ = −0.200 and ⟨S(2)·S(3)⟩ = −0.164. In the singlet ground state the diagonal elements are 0.14562 for the end sites and 0.19397 for the inner sites. The others are

[12] and [34]: 0.67013 each
[13] and [24]: −0.71835 each
[14]: −0.09740
[23]: −0.14575.

The diagonal contributes 2 × (0.14562 + 0.19397) = 0.67918. The pairs, each counted in both orders, contribute

2 × (1.34026 − 1.43670 − 0.09740 − 0.14575) = −0.67918.

So X = 0 and ⟨S²⟩ = 4 − 4 − 0 = 0.

Q: You summed both crossed pairs. If I sum just one, do I get Γ1 back, as in (1)?

A: Not in general. Define

K[p; q] = Σ_r Γ2[pr; rq].

Compare two determinants with one electron on each site: all four spins parallel, and the alternating one, ↑↓↑↓. In both, Γ1 is the unit matrix. For singly occupied sites p ≠ r of a determinant, Γ2[pr; rp] is −1 if the spins are parallel and 0 if they are opposite. So K[p; p] is −3 in the first and −1 in the second. The same Γ1 goes with two different K.

Q: Then what does K contain?

A: For a spin eigenstate with M = S, it contains the spin density. Start from the string and interchange its two annihilators:

K[p; q] = −Σ_{στ} ⟨a†(pσ) T(τσ) a(qτ)⟩, T(τσ) = Σ_r a†(rτ)a(rσ).

The commutator [T(τσ), a(qτ)] is −a(qσ). Moving T to the right therefore produces −a(qσ) for each of the two values of τ, and with the overall minus sign

K[p; q] = 2Γ1[p; q] − Σ_{στ} ⟨a†(pσ)a(qτ)T(τσ)⟩.

The four operators T are T(αα) = N̂/2 + Sz, T(ββ) = N̂/2 − Sz, T(αβ) = S₊ and T(βα) = S₋. Inserting them gives

K[p; q] = (2 − N/2)Γ1[p; q]
− ⟨[a†(pα)a(qα) − a†(pβ)a(qβ)]Sz⟩
− ⟨a†(pβ)a(qα)S₊⟩ − ⟨a†(pα)a(qβ)S₋⟩.

Let D[p; q] = ⟨a†(pα)a(qα) − a†(pβ)a(qβ)⟩ be the spin density matrix. For M = S we have SzΨ = SΨ and S₊Ψ = 0. The second line is then −S D, and the S₊ term vanishes. In the last term ⟨Ψ|S₋ = 0, because it is the adjoint of S₊Ψ, so the product may be replaced by a commutator:

[a†(pα)a(qβ), S₋] = a†(pα)a(qα) − a†(pβ)a(qβ),

whose average is D. The result is

K[p; q] = (2 − N/2)Γ1[p; q] − (S+1)D[p; q].   (4)

For a singlet D = 0, and then K is indeed proportional to Γ1. Setting p = q and summing gives X = 2N − N²/2 − 2S(S+1), since the trace of D is 2S. That is (3) again, reached without numbered electrons.

Q: Spin density from spin-free quantities sounds like something for nothing.

A: The input is the knowledge that the state has spin S and M = S. The lowest triplet of the chain with M = 1 shows it. There N = 4, so the Γ1 term drops out and D = −K/2. The diagonal of K is −1.6549, −0.3451, −0.3451, −1.6549. Hence the spin densities on the sites are 0.827, 0.173, 0.173, 0.827, which add up to 2. Most of the unpaired spin sits at the ends, although each site holds one electron on average.

Q: Back to (3). If it gives me 2, do I have a triplet?

A: Not necessarily. In the alternating determinant, sites 1 and 3 are parallel, and so are 2 and 4. Each of these two pairs contributes −1 in both orders, so X = −4 and

⟨S²⟩ = 4 − 4 + 2 = 2,

the triplet value. Yet the state is a mixture. Projecting it onto the eigenspaces of S² gives weights 1/3, 1/2 and 1/6 for S = 0, 1 and 2, and their mean is 0 + 2/2 + 6/6 = 2. A value of zero, by contrast, is conclusive when the densities belong to an actual N-electron state: S² has no negative eigenvalues, so a zero mean leaves no room for higher spins.

Q: What would expose the mixture?

A: The variance of S², which is the squared length of (S² − ⟨S²⟩)Ψ and vanishes if and only if Ψ is an eigenstate. At fixed N, equation (3) in operator form gives

Var(S²) = [⟨X̂²⟩ − X²]/4.

The square X̂² is a sum of products P(ij)P(kl). Sort them by the electrons they share.

If no electron is shared, two separate pairs are exchanged. By (2) these terms add up to

C4 = Σ_{pqrs} Γ4[pqrs; qpsr].

If one electron is shared, the product is a cyclic permutation of three electrons. The shared one can arise in four ways: k = i, k = j, l = i or l = j. Each way, summed over all ordered triples, gives the same sum of cycles, because relabelling the triple also reverses the direction of the cycle. The operator Σ_{pqr}|p⟩⟨q|(i)|q⟩⟨r|(j)|r⟩⟨p|(k) takes orbitals a, b, c on the three electrons to c, a, b, which is such a cycle. The terms give 4 C3, with

C3 = Σ_{pqr} Γ3[pqr; qrp].

If both are shared, (k,l) is (i,j) or (j,i), and P(ij)² = 1. This contributes 2N(N−1). Altogether

⟨X̂²⟩ = C4 + 4 C3 + 2N(N−1).   (5)

Q: And the numbers?

A: For four electrons the last term is 24. The traces computed from the densities are:

singlet: X = 0, C3 = −12, C4 = 24
triplet: X = −4, C3 = 0, C4 = −8
alternating determinant: X = −4, C3 = 0, C4 = 8.

For the singlet, ⟨X̂²⟩ = 24 − 48 + 24 = 0, and the variance is zero. For the triplet, ⟨X̂²⟩ = −8 + 0 + 24 = 16 = X², and it is zero again. For the determinant, ⟨X̂²⟩ = 8 + 0 + 24 = 32, so

Var(S²) = (32 − 16)/4 = 4.

The spin weights agree: the mean of S⁴ is 4/2 + 36/6 = 8, and 8 − 2² = 4. The triplet and the determinant share both X and C3. That is no accident. With only two spin states, three electrons cannot be fully symmetric in position, so the identity, the three exchanges and the two cycles of any triple add up to zero on Ψ. Summed over all ordered triples this gives N(N−1)(N−2) + 3(N−2)X + 2 C3 = 0, so C3 is fixed by X and N. It is the four-particle trace that tells the two states apart.

Q: Suppose my densities come from an approximate method and violate (1). May I still use (3)?

A: You can evaluate it, but the number loses its guarantee. Equation (3) was derived for densities that belong to an N-electron state, and such densities satisfy (1). A violation shows that yours do not belong to one. The forms of X from Γ2, Γ3 and Γ4 may then disagree, and the variance from (5) may even come out negative. Obeying (1) does not restore the guarantee. Relation (1) is linear, so 3/2 times the singlet densities of the chain minus 1/2 times the triplet densities obeys it, yet this combination has X = 2, and (3) gives ⟨S²⟩ = −1. Satisfying these relations, on the other hand, says nothing about spin purity: the densities of the alternating determinant satisfy (1), (3) and (5), and the state is still no spin eigenstate.
